\section*{Linear-response Hubbard U of a metal d shell, worked for FeCl3}

\section{Two wrong numbers for one shell}

An energy correction for the d shell of an open-shell precursor needs an interaction strength $U$. Two obvious candidates are wrong. For the high-spin FeCl$_3$ molecule treated below, the Coulomb repulsion averaged over rigid 3d orbitals is 25.4 eV, which ignores every adjustment of the other electrons. The curvature of the self-consistent energy with respect to the d occupation is 11.1 eV, but it includes a cost of changing the metal-ligand mixing. Independent electrons in the frozen potential pay such a cost too, and along their own cheapest path their curvature is 1.7 eV. A correction built from either number removes something that is not the interaction present in the functional. The remedy is to measure two responses, one with the electronic potential frozen and one with it relaxed, and to subtract their inverses.

\section{One electron shared by two orbitals}

Take one electron in a metal orbital $d$ and a ligand orbital $p$, with real amplitudes $\sqrt N$ and $\sqrt{1-N}$, orbital energy difference $\Delta$ and coupling $-t$, $t>0$. Let the mean-field interaction be quadratic in the d occupation $N$, with strength $U_0$ and a constant $\bar N$:
\begin{equation}
E(N)=\Delta N-2t\,g(N)+\tfrac12U_0(N-\bar N)^2,\qquad g=\sqrt{N(1-N)} .
\end{equation}
Differentiating $g^2=N-N^2$ once gives $2gg'=1-2N$, and twice gives $g'^2+gg''=-1$. Hence
\begin{equation}
g''=-\frac{1+g'^2}{g}=-\frac{4g^2+(1-2N)^2}{4g^3}=-\frac1{4g^3},
\end{equation}
because $4g^2+(1-2N)^2=1$. The total curvature is therefore
\begin{equation}
E''=\frac{t}{2g^3}+U_0 .
\end{equation}

Now add a field $\alpha N$. The minimum obeys $E'(N)+\alpha=0$, and differentiating with respect to $\alpha$ gives $E''\,dN/d\alpha=-1$. The relaxed response is
\begin{equation}
\chi=\frac{dN}{d\alpha}=-\frac1{t/(2g^3)+U_0}.
\end{equation}
If the interaction potential $U_0(N-\bar N)$ is frozen at its value for $\alpha=0$, the interaction contributes a term linear in $N$ and no curvature. The frozen response is then $\chi_0=-2g^3/t$, and
\begin{equation}
\chi_0^{-1}-\chi^{-1}=-\frac{t}{2g^3}+\frac{t}{2g^3}+U_0=U_0 .
\end{equation}
The order of subtraction follows from the sign of the field: positive $\alpha$ repels electrons from $d$, so both responses are negative.

Two limits show what to expect. As $t\to0$ at fixed fractional $N$, the mixing cost vanishes and the total curvature itself becomes $U_0$. As $N\to0$ or $N\to1$ at fixed $t$, $g\to0$ and both responses vanish. Then $U_0$ is a small difference of two large inverses, and the method becomes ill-conditioned for a nearly empty or nearly full shell.

\section{The same argument for a Kohn-Sham energy}

Let $E[D]$ be a semilocal Kohn-Sham energy of the one-electron density matrix $D$, with a fixed number of electrons of each spin. I assume a stable, nondegenerate minimum $D^{(0)}$ with a gap between filled and empty orbitals. Matrices are written in an orthonormal basis with real orbitals, and traces include the spin sum. The operator $P$ projects on the five metal d orbitals, so $N=\mathrm{Tr}\,PD$. Define
\begin{equation}
G(\alpha)=\min_D\{E[D]+\alpha\,\mathrm{Tr}\,PD\}.
\end{equation}
At the minimum a first-order change of $D$ does not change the bracket, so only the explicit $\alpha$ contributes to the derivative: $G'=N$ and $G''=\chi$.

The energy without the field term is $E=G-\alpha N$. Its differential is $dE=N\,d\alpha-N\,d\alpha-\alpha\,dN=-\alpha\,dN$, so
\begin{equation}
\frac{dE}{dN}=-\alpha,\qquad \frac{d^2E}{dN^2}=-\frac{d\alpha}{dN}=-\chi^{-1}.
\end{equation}
Inserting $G=G_0+N_0\alpha+\tfrac12\chi\alpha^2$ and $N=N_0+\chi\alpha$ into $E=G-\alpha N$ also gives, to second order,
\begin{equation}
E(\alpha)-E(0)=\tfrac12\chi\alpha^2-\chi\alpha^2=-\tfrac12\chi\alpha^2 .
\label{eq:rise}
\end{equation}

For the reference without interaction changes, expand the energy about $D^{(0)}$:
\begin{equation}
E[D^{(0)}+\delta]=E[D^{(0)}]+\mathrm{Tr}\,F\delta+\tfrac12\langle\delta|f|\delta\rangle+\dots
\end{equation}
Here $F$ is the Kohn-Sham matrix at $\alpha=0$, $f$ is the Hartree plus exchange-correlation kernel, and $\langle A|f|B\rangle=\mathrm{Tr}\,A\,(fB)$. Dropping the $f$ term and all higher ones leaves independent electrons in a frozen potential. They have the same ground state, and the argument above gives them the curvature $-\chi_0^{-1}$. The interaction strength is defined as the difference between the two curvatures,
\begin{equation}
U=-\chi^{-1}-(-\chi_0^{-1})=\chi_0^{-1}-\chi^{-1}.
\label{eq:U}
\end{equation}

The two energies follow different paths, because the rest of the molecule adjusts differently in each case. The next step shows what the difference contains.

\section{What the difference of inverses averages}

In the frozen potential, first-order perturbation theory mixes each filled orbital $i$ with the empty orbitals $a$:
\begin{equation}
|\delta i\rangle=\alpha\sum_a|a\rangle\frac{P_{ai}}{\varepsilon_i-\varepsilon_a}.
\end{equation}
Mixing among filled orbitals leaves $D$ unchanged and is omitted. Each filled orbital changes $N$ by $2\langle i|P|\delta i\rangle$, so
\begin{equation}
\chi_0=2\sum_\sigma\sum_{ia}\frac{|P^\sigma_{ia}|^2}{\varepsilon_i^\sigma-\varepsilon_a^\sigma}<0 .
\end{equation}
The two-orbital case checks this formula. There $|P_{ia}|=g$ and the gap is $t/g$, so $\chi_0=-2g^2/(t/g)=-2g^3/t$, as before.

Write $X_0[V]$ for the frozen density response to any one-electron field $V$. The same sum gives $\mathrm{Tr}\,A\,X_0[B]=\mathrm{Tr}\,X_0[A]\,B$, since $A_{ia}$ and $B_{ia}$ enter symmetrically. Per unit $\alpha$, the frozen and relaxed density changes are
\begin{equation}
\delta D_0=X_0[P],\qquad \delta D=X_0[P+f\,\delta D],
\end{equation}
the second because the electrons also feel the potential that their own rearrangement induces. Taking the trace with $P$ and using the symmetry of $X_0$,
\begin{equation}
\chi=\chi_0+\mathrm{Tr}\,P\,X_0[f\,\delta D]=\chi_0+\langle\delta D_0|f|\delta D\rangle .
\end{equation}
Dividing $\chi-\chi_0$ by $\chi_0\chi$ gives
\begin{equation}
U=\frac1{\chi_0}-\frac1\chi=\frac{\langle\delta D_0|f|\delta D\rangle}{\chi_0\,\chi}.
\label{eq:kernel}
\end{equation}
Thus $U$ is the kernel taken between two density changes, each scaled to a d-occupation change of one. If the induced potential acts on the d shell alone, $f\,\delta D=U_0\chi P$, the numerator is $U_0\chi_0\chi$ and $U=U_0$. This is the limit realized by the two-orbital model.

The two paths also give bounds. Let $y_0=\delta D_0/\chi_0$ and $y=\delta D/\chi$, and let $k(\delta)$ be the independent-electron curvature for a density change of shape $\delta$. Among shapes that change $N$ by one, $y_0$ minimizes $k$, with value $-\chi_0^{-1}$, and $y$ minimizes $k+f$, with value $-\chi^{-1}$. Inserting each minimizer into the other problem yields
\begin{equation}
\langle y|f|y\rangle\le U\le\langle y_0|f|y_0\rangle .
\end{equation}

The bounds close only if the two shapes coincide. Otherwise $U=\langle y|f|y\rangle+[k(y)-k(y_0)]$ with $k(y)\ge k(y_0)$: the independent-electron cost along the relaxed path exceeds $-\chi_0^{-1}$, and $U$ is one particular average of the kernel, $\langle y_0|f|y\rangle$, not the interaction part of the relaxed curvature.

Filled and empty orbitals are orthogonal, so $\mathrm{Tr}\,\delta D_0=\mathrm{Tr}\,\delta D=0$. Charge that leaves the d shell reappears elsewhere, and its Coulomb coupling to the charge left behind enters $U$. The rigid d-d average contains no such compensating charge.

\section{FeCl$_3$: the two responses}

The example is a planar FeCl$_3$ monomer with three equal Fe-Cl distances of 2.15 \AA\ and five unpaired electrons. The level is spin-polarized PBE with the LANL2DZ basis and core potentials. The d projector is built from the 3d orbitals of a free Fe$^{3+}$ ion at the same level. The d shell holds 4.89 majority-spin and 1.39 minority-spin electrons, 6.28 in all. The excess over the formal five reflects metal-ligand mixing and the overlap of the projector with chlorine orbitals. The smallest gap between filled and empty orbitals of one spin is 1.29 eV. The stability of this solution against all orbital rotations is assumed and was not tested.

With $\alpha=\pm0.05$ eV, one diagonalization in the frozen potential and full self-consistent calculations give
\begin{align}
\chi_0&=\frac{6.254813-6.311996}{0.10\ \mathrm{eV}}=-0.5718\ \mathrm{eV}^{-1},\\
\chi&=\frac{6.278644-6.287659}{0.10\ \mathrm{eV}}=-0.0902\ \mathrm{eV}^{-1}.
\end{align}
The difference of inverses, from the unrounded responses, is
\begin{equation}
U=-1.749+11.093=9.34\ \mathrm{eV}=0.343\ \mathrm{hartree}.
\end{equation}
Self-consistency suppresses the response by a factor of 6.3. The relaxed response dominates the error: a 1\% error in $\chi$ shifts $U$ by 0.11 eV, and a 1\% error in $\chi_0$ by 0.02 eV.

Several tests use independent routes. The sum over states gives $\chi_0=-0.57185$ eV$^{-1}$, and the linear equation for $\delta D$ gives $\chi=-0.09017$ eV$^{-1}$. The energy rises of Eq.~\eqref{eq:rise} give $-0.5718$ and $-0.0901$ eV$^{-1}$. The kernel form, Eq.~\eqref{eq:kernel}, gives $U=9.34$ eV, made of $10.94$ eV from the Hartree part and $-1.60$ eV from exchange and correlation.

The Hartree part is less than half of the rigid 25.4 eV average. For each electron that leaves the d shell, the chlorine 3p occupation rises by 0.89. The projectors overlap, so these numbers are not a strict partition of charge. The majority-spin d occupation moves against the field, with $+0.010$ eV$^{-1}$, while the minority spin contributes $-0.100$ eV$^{-1}$. How much each of these adjustments lowers the Coulomb average was not separated.

\section{Removing the curvature}

The meaning of $U$ can be checked by taking it out of the functional. Add $-\tfrac12U(N-N_0)^2$ to $E$, where $N_0$ is the reference occupation. Its first derivative vanishes at $N_0$, so the reference state and $\chi_0$ are unchanged. Its second derivative adds the potential $-U\chi_cP$ to the response equation, where $\chi_c$ is the new relaxed response:
\begin{equation}
\delta D_c=X_0[(1-U\chi_c)P+f\,\delta D_c].
\end{equation}
This is the earlier linear equation with its source multiplied by $1-U\chi_c$, so $\delta D_c=(1-U\chi_c)\,\delta D$. Taking the trace with $P$,
\begin{equation}
\chi_c=(1-U\chi_c)\chi\quad\Rightarrow\quad \chi_c^{-1}=\chi^{-1}+U=\chi_0^{-1}.
\end{equation}
The relaxed response of $N$ becomes the frozen one. The density change does not: $\delta D_c$ keeps the shape of $\delta D$. In FeCl$_3$ the chlorine 3p gain per d electron stays 0.89, against $0.52871/0.57185=0.92$ in the frozen potential, and the majority-spin d response stays positive, whereas the frozen response of each spin cannot be positive. With the finite-difference $U$ inserted for FeCl$_3$, the solution gives $\chi_c=-0.573$ eV$^{-1}$ against $\chi_0=-0.572$ eV$^{-1}$.

The usual orbital-resolved correction is a different function,
\begin{equation}
E_U=\frac U2\sum_\sigma\mathrm{Tr}\,[n_\sigma(1-n_\sigma)],
\end{equation}
with $n_\sigma$ the $5\times5$ d occupation matrix of spin $\sigma$. Replacing $n_\sigma$ by $n_\sigma+\delta n_\sigma$ produces the quadratic term $-(U/2)\sum_\sigma\mathrm{Tr}\,\delta n_\sigma^2$. Its explicit contribution to the curvature is
\begin{equation}
-U\,\frac{\sum_\sigma\mathrm{Tr}\,\delta n_\sigma^2}{(\delta N)^2}.
\end{equation}
If one orbital carries the whole change, the ratio is 1 and the curvature $-U$ is recovered. If five orbitals of one spin share it equally, the ratio is $1/5$. For the relaxed response of FeCl$_3$ it is 0.27, so along that fixed shape this term supplies $-0.27\times9.34=-2.5$ eV, far from $-U$. The response was not solved again with this term included.

The linear term of $E_U$ matters too. It shifts a d orbital of occupation $n$ by $U(\tfrac12-n)$. At the mean occupations $4.89/5=0.98$ and $1.39/5=0.28$, the mean shifts are about $-4.5$ eV for the majority spin and $+2.1$ eV for the minority spin; individual orbitals are shifted according to their own occupations. The corrected ground state therefore differs from the PBE state at which $U$ was computed, and a consistent treatment must examine how $U$ changes there.

\section{Several sites}

With fields $\alpha_J$ on several shells, $G$ depends on all of them, and $\chi_{IJ}=\partial N_I/\partial\alpha_J=\partial^2G/\partial\alpha_I\partial\alpha_J$ is symmetric. The relation $\partial E/\partial N_I=-\alpha_I$ holds for each site, so the curvature matrix is $-\chi^{-1}$ and
\begin{equation}
U_{IJ}=(\chi_0^{-1}-\chi^{-1})_{IJ}.
\end{equation}
If the off-diagonal responses vanish, each diagonal element reduces to Eq.~\eqref{eq:U}. In the opposite limit, where the projectors add up to the identity, a uniform field changes nothing. Each row of $\chi$ then sums to zero and the inverse does not exist.

For FeCl$_3$, take the d shell and the three chlorine 3p shells as one group $p$, all feeling the same field. In eV$^{-1}$,
\begin{equation}
\chi_0=\begin{pmatrix}-0.57185&0.52871\\0.52871&-0.53337\end{pmatrix},\quad
\chi=\begin{pmatrix}-0.09017&0.08023\\0.08023&-0.10673\end{pmatrix}.
\end{equation}
The $dd$ element of a $2\times2$ inverse is the $pp$ element divided by the determinant. The determinants are $0.02547$ and $0.003187$ eV$^{-2}$, so
\begin{equation}
U_{dd}=-\frac{0.53337}{0.02547}+\frac{0.10673}{0.003187}=-20.9+33.5=12.6\ \mathrm{eV}.
\end{equation}
The off-diagonal element is $U_{dp}=4.4$ eV. The scalar 9.3 eV lets the ligand p occupation adjust freely, whereas 12.6 eV belongs to a description that holds it fixed and carries $U_{dp}$ as a separate interaction. Using 12.6 eV in a d-only correction would mix the two descriptions.

\section{How far the number carries}

Changing one setting at a time shows the sensitivity of the scalar $U$. Orthogonalizing the ionic orbitals of all atoms before projecting gives 10.2 eV. Adding a d function to each chlorine gives 8.9 eV. Lengthening the bonds to 2.20 \AA\ gives 9.4 eV. The coarse integration grid was not refined. A value of $U$ should therefore be used with the projector and basis that produced it. It also belongs to one functional, because Eq.~\eqref{eq:kernel} is an average of the kernel of that functional over its own density responses; other functionals were not tried here.

Iron chloride serves as a halide precursor, and 2.15 \AA\ is a realistic rough bond length for the monomer. At 600 K the thermal energy is 0.052 eV, 25 times smaller than the smallest same-spin PBE orbital gap, so thermal excitation that keeps the number of electrons of each spin is negligible within this model. The assumption that real vapour breaks most plainly is that of isolated monomers, since iron chloride vapour also contains chlorine-bridged dimers, which can be the main species at this temperature. Their effect on $U$ was not computed, nor were those of spin-orbit coupling and of correlation beyond a single determinant. The full set of values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Fe-Cl distance: 2.15 angstrom
basis functions: 46
valence electrons up, down: 21, 16
total energy: -168.371880 hartree
spin square <S^2>: 8.7566
smallest same-spin orbital gap: 1.286 eV
d occupation up: 4.8903 electrons
d occupation down: 1.3928 electrons
d occupation total N: 6.2832 electrons
field strength alpha: 0.050 eV
N frozen, +alpha: 6.254813 electrons
N frozen, -alpha: 6.311996 electrons
N relaxed, +alpha: 6.278644 electrons
N relaxed, -alpha: 6.287659 electrons
chi0 finite difference: -0.57183 1/eV
chi0 sum over states: -0.57185 1/eV
chi0 from energy rise: -0.57182 1/eV
chi finite difference: -0.09015 1/eV
chi coupled-perturbed: -0.09017 1/eV
chi from energy rise: -0.09013 1/eV
chi part of up spin: 0.00982 1/eV
chi part of down spin: -0.09999 1/eV
total curvature -1/chi: 11.093 eV
bare curvature -1/chi0: 1.749 eV
U finite difference: 9.344 eV
U finite difference: 0.3434 hartree
U kernel average: 9.342 eV
U Hartree part: 10.944 eV
U exchange-correlation part: -1.602 eV
bare d-d Coulomb average: 25.415 eV
chi after removing U: -0.57260 1/eV
sum Tr(dn^2)/(dN)^2: 0.2713
Cl p change per d change: -0.8898
chi0 matrix dd, dp, pp: -0.57185, 0.52871, -0.53337 1/eV
chi matrix dd, dp, pp: -0.09017, 0.08023, -0.10673 1/eV
U_dd with Cl p constrained: 12.556 eV
U_dp with Cl p constrained: 4.423 eV
U orthogonalized projector: 10.21 eV
U at 2.20 angstrom: 9.40 eV
Cl d exponent: 0.60 bohr^-2
U with Cl d functions: 8.94 eV
thermal energy at 600 K: 0.0517 eV
\end{verbatim}
